# Spin-flop field and Néel-vector reorientation in an easy-axis antiferromagnet

A memory element made from an easy-axis antiferromagnet can store a bit in the sense of its two opposing sublattices: which of them points up the easy axis and which points down. At low temperature a magnetic field applied along that axis does nothing visible at first: the two moments cancel, and neither can grow or shrink. If the anisotropy is weak compared with the exchange, then at a certain field the moments swing round, stand almost perpendicular to the field, and lean slightly towards it. An implementer needs to know at what field this happens, why the moments turn away from the field that drives them, and how far the state can lag behind in a sweep.

## A. Model and conventions

Each sublattice is represented by one classical moment of fixed size $\mu$, with directions given by the unit vectors $\mathbf m_1$ and $\mathbf m_2$. The temperature is zero, the magnetization of each sublattice is uniform, and the field $B\ge 0$ points along the easy axis $z$. The energy per sublattice pair is $E=\mu w$, with

$$w=B_E\,\mathbf m_1\!\cdot\!\mathbf m_2-\tfrac12B_A(m_{1z}^2+m_{2z}^2)-B(m_{1z}+m_{2z}).\tag{1}$$

Thus $w$ is measured in tesla. Both $B_E$ and $B_A$ are positive. Their meaning follows from the effective field on the first moment,

$$-\frac{\partial w}{\partial\mathbf m_1}=-B_E\mathbf m_2+B_Am_{1z}\hat{\mathbf z}+B\hat{\mathbf z}.$$

The exchange field has size $B_E$ and opposes the other sublattice. The anisotropy field has size $B_A$ when the moment lies on the axis; the factor $\tfrac12$ in (1) is cancelled by differentiating the square.

Input data often come as energies instead. If the energy per pair is written $J\,\mathbf m_1\!\cdot\!\mathbf m_2-K(m_{1z}^2+m_{2z}^2)$, comparison with (1) gives $\mu B_E=J$ and $\mu B_A=2K$. If $J$ is built from bonds of energy $J_n\,\mathbf m_1\!\cdot\!\mathbf m_2$ and each site has $Z$ neighbours on the other sublattice, there are $Z$ bonds per pair, so $J=ZJ_n$.

Demagnetizing fields, Dzyaloshinskii–Moriya coupling, anisotropy within the plane perpendicular to $z$, anisotropy of higher than second order, anisotropic (two-ion) coupling between the sublattices, surfaces and domains are left out.

## B. The two competing states

**Collinear state.** With $\mathbf m_1=\hat{\mathbf z}$ and $\mathbf m_2=-\hat{\mathbf z}$, the exchange term is $-B_E$, the anisotropy term is $-\tfrac12B_A(1+1)$, and the two Zeeman terms cancel:

$$w_c=-B_E-B_A.\tag{2}$$

**Canted state.** Let both moments make the angle $\theta$ with $z$, on opposite sides, and put $c=\cos\theta$. The angle between them is $2\theta$, so $\mathbf m_1\!\cdot\!\mathbf m_2=2c^2-1$. Equation (1) becomes

$$w=B_E(2c^2-1)-B_Ac^2-2Bc=-B_E+(2B_E-B_A)c^2-2Bc.$$

For $B_A<2B_E$ this is an upward parabola in $c$. Setting its derivative $2(2B_E-B_A)c-2B$ to zero gives

$$c=\frac{B}{2B_E-B_A},\qquad w_s=-B_E-\frac{B^2}{2B_E-B_A}.\tag{3}$$

The solution requires $c\le1$, that is, $B\le B_{\rm sat}=2B_E-B_A$. At $B_{\rm sat}$ both moments have become parallel to the field.

**Crossing.** Equating (2) and (3) removes $-B_E$ from both sides and leaves $B_A=B^2/(2B_E-B_A)$. The spin-flop field is therefore

$$\boxed{B_{\rm sf}=\sqrt{B_A(2B_E-B_A)}}\tag{4}$$

In the energy notation of section A this reads $B_{\rm sf}=2\sqrt{K(J-K)}/\mu$. The crossing must occur before saturation. Since $B_{\rm sf}<B_{\rm sat}$ means $B_A<2B_E-B_A$, the condition is $B_A<B_E$.

For weak anisotropy,

$$B_{\rm sf}=\sqrt{2B_EB_A}\,\sqrt{1-\frac{B_A}{2B_E}}\simeq\sqrt{2B_EB_A}\left(1-\frac{B_A}{4B_E}\right).$$

The short form $\sqrt{2B_EB_A}$ thus overestimates the flop field by a relative amount of about $B_A/(4B_E)$.

## C. Why no oblique state intervenes

Comparing two chosen states does not show that one of them is the lowest state. For that, introduce

$$\mathbf m=\tfrac12(\mathbf m_1+\mathbf m_2),\qquad \mathbf l=\tfrac12(\mathbf m_1-\mathbf m_2),$$

where $\mathbf l$ is the Néel vector. Since $\mathbf m_{1,2}=\mathbf m\pm\mathbf l$ are both unit vectors, subtracting and adding their squared lengths gives $\mathbf m\cdot\mathbf l=0$ and $m^2+l^2=1$. It follows that $\mathbf m_1\!\cdot\!\mathbf m_2=m^2-l^2=2m^2-1$ and $m_{1z}^2+m_{2z}^2=2(m_z^2+l_z^2)$, so

$$w=B_E(2m^2-1)-B_A(m_z^2+l_z^2)-2Bm_z.\tag{5}$$

Hold $\mathbf l$ at an angle $\phi$ to $z$, in the $xz$ plane. The vector $\mathbf m$ is perpendicular to it and has two components: $a$ along $(-\cos\phi,0,\sin\phi)$ and $b$ along $y$. Then

$$m_z=a\sin\phi,\qquad l_z^2=(1-a^2-b^2)\cos^2\phi.$$

Inserting these in (5) and collecting powers of $a$ and $b$ gives

$$w=-B_E-B_A\cos^2\phi+(2B_E+B_A\cos2\phi)a^2+(2B_E+B_A\cos^2\phi)b^2-2Ba\sin\phi.$$

The coefficient of $a^2$ contains $B_A(\cos^2\phi-\sin^2\phi)$: the first part comes from the shortening of $\mathbf l$, the second from the anisotropy energy of $\mathbf m$. The component $b$ costs energy and gains none, so $b=0$. Minimizing over $a$ gives

$$a=\frac{B\sin\phi}{2B_E+B_A\cos2\phi},$$

$$w(\phi)=-B_E-B_A\cos^2\phi-\frac{B^2\sin^2\phi}{2B_E+B_A\cos2\phi}.\tag{6}$$

This is the energy landscape of the Néel vector. At $\phi=0$ it returns $w_c$, and at $\phi=90^\circ$ it returns $w_s$.

Now set $x=\sin^2\phi$ and $D=2B_E+B_A$. Because $\cos2\phi=1-2x$,

$$w(x)=-B_E-B_A+B_Ax-\frac{B^2x}{D-2B_Ax},\tag{7}$$

$$w'(x)=B_A-\frac{B^2D}{(D-2B_Ax)^2},\qquad w''(x)=-\frac{4B^2B_AD}{(D-2B_Ax)^3}.\tag{8}$$

For $B>0$ and $B_A<2B_E$ the second derivative is negative for all $0\le x\le1$. A function with negative curvature has its minimum at an end of the interval. Within model (1) the lowest state therefore has $\mathbf l$ along the field or perpendicular to it, never in between, and (4) decides which. For weak anisotropy this curvature is small: near the flop it is about $-2B_A^2/B_E$. A fourth-order term $\tfrac14C(m_{1z}^4+m_{2z}^4)$ adds about $+C$ to $w''$, so $C$ larger than about $2B_A^2/B_E$ (0.16 T for $B_E=50$ T, $B_A=2$ T) is enough to produce an oblique phase.

The minimization over $a$ is legitimate only if $a\le1$. Since $a=B\sqrt x/(D-2B_Ax)$ grows with $x$, its largest value is $B/(2B_E-B_A)$, which does not exceed 1 up to $B_{\rm sat}$. Above $B_{\rm sat}$ a separate argument is needed. For $B_A<B_E$ the polarized state is already the lowest at $B_{\rm sat}$. Raising the field further adds $-(B-B_{\rm sat})(m_{1z}+m_{2z})$, which is most negative for the polarized state, so that state remains lowest.

## D. Why the Néel vector turns away from the field

Two antiparallel moments of fixed length lying along the field have no linear way to respond: neither can grow or shrink, and a small tilt changes $m_z$ only in second order. If the pair stands perpendicular to the field, each moment can tilt towards it, and $m_z$ changes in first order in the tilt. The perpendicular pair is thus magnetically soft, while the parallel pair is rigid.

By (3) the canted pair has the moment $2\mu c=\chi_\perp B$, with $\chi_\perp=2\mu/(2B_E-B_A)$. Its energy gain on raising the field from zero is

$$\tfrac12\chi_\perp B^2=\frac{\mu B^2}{2B_E-B_A}.$$

The price of standing perpendicular in zero field is $\mu B_A$. The flop occurs when the gain equals the price, which is (4) again. The field does not pull the Néel vector towards itself; it favours the orientation in which a net moment can be induced.

The balance can be split by origin. At the flop $c^2=B_A/(2B_E-B_A)$. Relative to the collinear state, exchange costs $2B_Ec^2$, anisotropy costs $B_A(1-c^2)$, and the Zeeman term contributes $-2B_{\rm sf}c=-2B_A$. The ratio of the first cost to the second is

$$\frac{2B_Ec^2}{B_A(1-c^2)}=\frac{2B_E}{2B_E-2B_A}=\frac{B_E}{B_E-B_A}.$$

For weak anisotropy the Zeeman gain is therefore spent in nearly equal parts on exchange and on anisotropy.

Two consequences matter for writing data. First, the model fixes the angle of $\mathbf l$ to $z$ but not its azimuth, so in a real film the direction after the flop is selected by small effects outside this model, such as a weak in-plane anisotropy, strain or a slight tilt of the field. Second, replacing $\mathbf l$ by $-\mathbf l$ at fixed $\mathbf m$ exchanges the two sublattices and leaves (5) unchanged. A field along the axis therefore gives no energetic preference for either sign of $\mathbf l$ when the element returns to the easy axis.

## E. Stability limits and barrier

Equation (4) is the field of equal energy. A state can survive beyond it as a local minimum. The collinear state is stable while $w'(0)>0$. From (8), $w'(0)=B_A-B^2/D$, so it survives up to

$$B_1=\sqrt{B_A(2B_E+B_A)}.\tag{9}$$

The canted state is stable while the energy falls towards $x=1$, that is, while $w'(1)<0$. Since $D-2B_A=2B_E-B_A$, this holds above

$$B_2=(2B_E-B_A)\sqrt{\frac{B_A}{2B_E+B_A}}.\tag{10}$$

Multiplication gives $B_1B_2=B_A(2B_E-B_A)=B_{\rm sf}^2$: the flop field is the geometric mean of the two stability limits. With $\varepsilon=B_A/(2B_E)$,

$$\frac{B_1}{B_{\rm sf}}=\sqrt{\frac{1+\varepsilon}{1-\varepsilon}}\simeq1+\varepsilon,\qquad\frac{B_2}{B_{\rm sf}}=\sqrt{\frac{1-\varepsilon}{1+\varepsilon}}\simeq1-\varepsilon,$$

so for weak anisotropy the relative width of the two-state window is about $2\varepsilon=B_A/B_E$. This width belongs to the single-ion form of the anisotropy in (1). If the anisotropy is instead a two-ion term $B_Am_{1z}m_{2z}=B_A(m_z^2-l_z^2)$, the coefficient of $a^2$ becomes $2B_E+B_A$ for every $\phi$, the landscape is linear in $x$, and all three fields coincide at $\sqrt{B_A(2B_E+B_A)}$, with no window.

Inside the window, for $B\le B_{\rm sat}$, the barrier top is where $w'(x)=0$, or $D-2B_Ax_b=B\sqrt{D/B_A}$. Solving for $x_b$ and using $B_1=\sqrt{B_AD}$,

$$x_b=\frac{1}{2B_A}\sqrt{\frac{D}{B_A}}\,(B_1-B).$$

The height above the collinear state follows from (7):

$$\Delta w=x_b\left(B_A-\frac{B^2}{B\sqrt{D/B_A}}\right)=x_b\sqrt{\frac{B_A}{D}}\,(B_1-B)=\frac{(B_1-B)^2}{2B_A}.\tag{11}$$

This is the barrier for uniform rotation, in units of $\mu$ per pair. It vanishes at $B_1$, as it must. For $N$ pairs turning together it is multiplied by $N$. Domain walls or nucleation at edges may provide easier routes, so a measured hysteresis loop can be narrower than $B_1-B_2$. Surfaces can also move the instability outside the window. In a stack of alternating layers whose outer layer points against the field and feels only half the exchange field, the collinear state becomes unstable at about $\sqrt{B_A(B_E+B_A)}$, which is 10.2 T for the parameters of section F, well below $B_2$.

## F. Worked example

Take the round model parameters $B_E=50$ T, $B_A=2$ T and $\mu=2$ Bohr magnetons. They represent no particular material. An energy $w$ of 1 T corresponds to 115.768 µeV per pair.

The flop field is

$$B_{\rm sf}=\sqrt{2\times(100-2)}\ {\rm T}=\sqrt{196}\ {\rm T}=14.0\ {\rm T},$$

or 11.14 MA/m after division by $\mu_0$. The short form gives $\sqrt{200}$ T $=14.14$ T, which is 1.0 percent above the full result, in line with $B_A/(4B_E)=0.01$. Saturation requires 98 T.

At the flop $c=14/98=0.143$, hence $\theta=81.8^\circ$. Each moment leans only $8.2^\circ$ from the perpendicular towards the field. The net moment jumps from zero to $2\times2\times0.143=0.57$ Bohr magnetons per pair.

The energy changes at the flop, canted minus collinear, are:

- exchange: $2\times50/49=2.041$ T, or 236.3 µeV;
- anisotropy: $2\times48/49=1.959$ T, or 226.8 µeV;
- Zeeman: $-2\times14/7=-4$ T, or $-463.1$ µeV.

They add to zero within rounding. The two costs differ by the factor $50/48$, as section D predicts.

The collinear state is stable up to $B_1=\sqrt{2\times102}$ T $=14.28$ T, and the canted state down to $B_2=98\sqrt{2/102}$ T $=13.72$ T. The window is 0.56 T wide, which is 4 percent of the flop field and agrees with $B_A/B_E$. At 14 T the barrier is $(0.283)^2/4=0.020$ T, or 2.3 µeV per pair, with its top at a Néel angle of $45.3^\circ$. It is about one percent of the anisotropy cost, because along the path the growing Zeeman gain nearly cancels the growing costs.

The landscape shows the change of orientation directly. Energies per pair relative to $\phi=0$ are:

| Field | $\phi=45^\circ$ | $\phi=90^\circ$ |
|---|---:|---:|
| 13 T | 17.9 µeV | 31.9 µeV |
| 14 T | 2.3 µeV | 0.0 µeV |
| 15 T | −14.5 µeV | −34.3 µeV |

For instance, at 13 T and $90^\circ$ equation (7) gives $2-169/98=0.276$ T, or 31.9 µeV. The field of 13 T lies below $B_2$, so the energy rises all the way from the axis to the perpendicular. The field of 15 T lies above $B_1$, so it falls all the way. At 14 T the ends are level and a low barrier separates them.

With the anisotropy raised to $B_A=20$ T at the same exchange, $B_{\rm sf}=\sqrt{20\times80}$ T $=40$ T. The short form gives 44.7 T, which is 12 percent too high relative to the full result. The stability limits move apart to 32.7 T and 49.0 T, so the sweep direction now matters greatly.

For both parameter sets, numerical tests found the crossing from (1), the stability limits from the curvature of (1) under free rotations of both moments, and the landscape by constrained minimization. A search over all directions of both moments gave a Néel angle of $0^\circ$ at 0.5 percent below $B_{\rm sf}$ and $90^\circ$ at 0.5 percent above. The main values are listed in the numerical output.

## G. Where the result changes

**Anisotropy stronger than exchange.** For $B_A>B_E$ the canted phase is skipped. The polarized state has $w_p=B_E-B_A-2B$, and equating this to (2) gives a direct flip at $B=B_E$. To see that no other state is lower, start from $B_A=B_E$, where $B_{\rm sf}=B_{\rm sat}=B_E$. By section C the collinear state is then lowest below $B_E$. At $B_E$ it is level with the polarized state, which is lowest above, since it gains most from additional field. The extra anisotropy $\delta=B_A-B_E$ adds $-\tfrac12\delta(m_{1z}^2+m_{2z}^2)$, which is at least $-\delta$. Both axial states receive the full $-\delta$, so they stay lowest. For $B_E=1$ T and $B_A=1.5$ T, the free search gives $|\mathbf m|=0$ at 0.98 T and $|\mathbf m|=1$ at 1.02 T.

**Misaligned field.** Let the field make a small angle $\psi$ with the axis, and let $B_A\ll B_E$. To leading order the canting energy is $-B_\perp^2/(2B_E)$, where $B_\perp=B\sin(\phi-\psi)$ is the field component perpendicular to $\mathbf l$. With $q=B^2/(2B_E)$ and $\mathbf l$ in the plane of the field and the axis, the part of $w$ that depends on angle is

$$-B_A\cos^2\phi+q\cos^2(\phi-\psi)={\rm const}-\tfrac12\left[(B_A-q\cos2\psi)\cos2\phi-q\sin2\psi\sin2\phi\right].$$

The minimum has $(\cos2\phi,\sin2\phi)$ parallel to $(B_A-q\cos2\psi,\,-q\sin2\psi)$. For $\psi\ne0$ this vector does not vanish as $q$ grows, so the Néel vector turns continuously from the axis towards the perpendicular of the field. The turn is centred near $q=B_A$, and its width in field is of order $\psi B_{\rm sf}$, with $\psi$ in radians. The neglected terms are smaller by $B_A/B_E$, so this picture needs $\psi$ well above $B_A/B_E$; for smaller angles the next term of (7), about $-(B_A^2/B_E)x^2$ near the flop, must be kept. With $2\phi=-90^\circ+\eta$ it contributes $-(B_A^2/4B_E)\eta^2$, against $+\tfrac12B_A\psi\,\eta^2$ from the tilt, so a jump survives only for $\psi$ below about $B_A/(2B_E)$. For the parameters of section F this is 0.02 rad, and the two-state window shrinks from 0.56 T at $\psi=0$ to about 0.13 T at $\psi=0.01$.

**Finite temperature.** Thermal disorder lets the collinear state respond along the field, with a susceptibility $\chi_\parallel$ per pair. If the response is linear and the free-energy cost of the perpendicular orientation is $K_T$ per pair, equal free energies require $K_T-\tfrac12\chi_\perp B^2=-\tfrac12\chi_\parallel B^2$, hence

$$B_{\rm sf}=\sqrt{\frac{2K_T}{\chi_\perp-\chi_\parallel}}.$$

With $\chi_\parallel=0$, $K_T=\mu B_A$ and the $\chi_\perp$ of section D, this reduces to (4). At finite temperature all three quantities must be taken at the operating temperature. Here $\chi_\perp$ is the response of the flopped state to a field along $z$. The susceptibility of the collinear state to a field across the easy axis is $2\mu/(2B_E+B_A)$ at zero temperature; inserted instead, it gives $B_1$ rather than $B_{\rm sf}$, higher by about $B_A/(2B_E)$ in relative terms.

## Table of computed values

```
exchange field BE = 50.0 T
anisotropy field BA = 2.0 T
sublattice moment = 2.0 Bohr magnetons
moment times 1 T = 115.768 micro-eV
spin-flop field = 14.0000 T
spin-flop field / mu_0 = 11.141 MA/m
weak-anisotropy estimate = 14.1421 T
excess of that estimate = 1.02 percent
collinear state stable up to = 14.283 T
canted state stable down to = 13.723 T
width of two-state window = 0.560 T
saturation field = 98.000 T
cos(theta) at flop = 0.14286
theta at flop = 81.79 degrees
canting off the perpendicular = 8.21 degrees
pair moment after flop = 0.5714 Bohr magnetons
Neel angle, free search at 13.93 T = 0.0 degrees
Neel angle, free search at 14.07 T = 90.0 degrees
Energies per pair at the flop, canted minus collinear:
  exchange = 236.26 micro-eV
  anisotropy = 226.81 micro-eV
  Zeeman = -463.07 micro-eV
barrier per pair at flop = 2.316 micro-eV
Neel angle at barrier top = 45.3 degrees
Energy per pair relative to Neel angle 0:
  B = 13 T, angle 45 degrees: 17.94 micro-eV
  B = 13 T, angle 90 degrees: 31.90 micro-eV
  B = 14 T, angle 45 degrees: 2.32 micro-eV
  B = 14 T, angle 90 degrees: 0.00 micro-eV
  B = 15 T, angle 45 degrees: -14.47 micro-eV
  B = 15 T, angle 90 degrees: -34.26 micro-eV
Strong anisotropy, BE = 50 T and BA = 20 T:
  spin-flop field = 40.000 T
  weak-anisotropy estimate = 44.721 T
  stability limits = 32.660 T and 48.990 T
Direct flip, BE = 1.0 T and BA = 1.5 T:
  net |m| at 0.98 T = 0.000
  net |m| at 1.02 T = 1.000
```
